# Hartree-Fock nuclear shielding with London orbitals and its translational invariance, part 1

(Sections cited here and not found follow in the second part.)

## Fields, London orbitals and differentiated integrals

A restricted Hartree-Fock calculation on H$_2$ at a bond length of 74 pm, with ordinary Gaussian orbitals, gives an isotropic proton shielding of 26.97 ppm when the vector potential of the uniform field has its origin on the shielded proton. It gives 19.74 ppm when the origin is placed 500 pm away along the bond. The magnetic field is the same in both cases, and so is the molecule. When the same Gaussians carry field-dependent phases, the result is 26.57 ppm, and it stays at 26.57 ppm when the molecule is carried several hundred picometres away. We need to find out what the ordinary orbitals lack, how the phases supply it, and which terms they bring into the shielding.

### The Hamiltonian and the shielding tensor

The molecule has a closed shell, its nuclei are clamped, and the electrons are non-relativistic with charge $-e$ and mass $m_e$. A uniform field $\mathbf B$ acts on them, and nucleus $K$ at $\mathbf R_K$ carries a point magnetic moment $\mathbf m$. Write $\mathbf r_K=\mathbf r-\mathbf R_K$. The vector potentials of the field and of the moment are

$$\mathbf A(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O),\qquad \mathbf A_m(\mathbf r)=\frac{\mu_0}{4\pi}\frac{\mathbf m\times\mathbf r_K}{r_K^3}, \tag{1}$$

where $\mathbf O$ is the gauge origin, an arbitrary point. With $\boldsymbol\pi=\mathbf p+e\mathbf A$ and $\mathbf p=-i\hbar\nabla$, the kinetic energy of one electron is

$$\frac{(\boldsymbol\pi+e\mathbf A_m)^2}{2m_e}=\frac{\boldsymbol\pi^2}{2m_e}+\frac{e}{2m_e}(\boldsymbol\pi\cdot\mathbf A_m+\mathbf A_m\cdot\boldsymbol\pi)+\frac{e^2\mathbf A_m^2}{2m_e}.$$

The shielding is linear in $\mathbf m$, so the last term is not needed. Indeed, its expectation value diverges for a point moment where the electron density at the nucleus is not zero. Below, $E(\mathbf B,\mathbf m)$ is the energy of the Hamiltonian without this term.

The two middle terms are equal. For any function $f$,

$$\boldsymbol\pi\cdot(\mathbf A_mf)=\mathbf A_m\cdot\boldsymbol\pi f-i\hbar(\nabla\cdot\mathbf A_m)f,$$

and $\nabla\cdot\mathbf A_m=0$, because $\mathbf m\times\mathbf r_K/r_K^3=\nabla\times(\mathbf m/r_K)$ is a curl. Their sum is therefore $(e/m_e)\mathbf A_m\cdot\boldsymbol\pi$. The cyclic rule $(\mathbf m\times\mathbf r_K)\cdot\boldsymbol\pi=\mathbf m\cdot(\mathbf r_K\times\boldsymbol\pi)$ then gives the one-electron Hamiltonian

$$\hat h=\frac{\boldsymbol\pi^2}{2m_e}+v(\mathbf r)+\mathbf m\cdot\hat{\mathbf k},\qquad \hat{\mathbf k}=\frac{e\mu_0}{4\pi m_e}\frac{\mathbf r_K\times\boldsymbol\pi}{r_K^3}. \tag{2}$$

Here $v$ is the attraction to the nuclei. The operator $\hat{\mathbf k}$ depends on $\mathbf B$ through $\boldsymbol\pi$.

Spin terms are omitted. A uniform field couples to the total spin, which gives zero on a singlet, so without spin-orbit coupling the spin terms have no part that is linear in both $\mathbf B$ and $\mathbf m$.

The nucleus sees a local field $(1-\boldsymbol\sigma)\mathbf B$, and its energy in that field is $-\mathbf m\cdot(1-\boldsymbol\sigma)\mathbf B$. The part $-\mathbf m\cdot\mathbf B$ is the direct interaction with the applied field and does not involve the electrons. The electronic energy thus contains $+m_\alpha\sigma_{\alpha\beta}B_\beta$, and

$$\sigma_{\alpha\beta}=\left.\frac{\partial^2E}{\partial m_\alpha\,\partial B_\beta}\right|_{\mathbf B=\mathbf m=0}. \tag{3}$$

The first index belongs to the moment and the second to the field. The tensor need not be symmetric.

### What a finite basis lacks

Move the gauge origin from $\mathbf O$ to $\mathbf O+\mathbf d$. The vector potential changes by $-\frac12\mathbf B\times\mathbf d$, which is the gradient of $\Lambda=-\frac12(\mathbf B\times\mathbf d)\cdot\mathbf r$. The new kinetic momentum is

$$\boldsymbol\pi'=\boldsymbol\pi+e\nabla\Lambda=e^{-ie\Lambda/\hbar}\,\boldsymbol\pi\,e^{ie\Lambda/\hbar},$$

since $\mathbf p$ acting on the right-hand exponential produces $e\nabla\Lambda$. If $\psi$ is an orbital for the old origin, the corresponding orbital for the new one is

$$\psi'=e^{-ie\Lambda/\hbar}\psi=\left[1+\frac{ie}{2\hbar}(\mathbf B\times\mathbf d)\cdot\mathbf r+\dots\right]\psi. \tag{4}$$

To first order in the field, the basis must therefore be able to represent a coordinate times each occupied orbital. An $s$ Gaussian multiplied by $x$ is a $p$ Gaussian with the same exponent, plus a multiple of the $s$ function if its centre is not at $x=0$. In the same way a $p$ Gaussian calls for $d$ functions. The H$_2$ basis has five $s$ exponents, only two $p$ exponents and no $d$ functions on each atom, so it cannot follow the change (4) fully. What counts is how well the $p$ set covers the range of the $s$ set, not whether exponents coincide. The change of 7.2 ppm over 500 pm is still 6.7 ppm with two $p$ exponents taken from the $s$ set (1.0 and 0.3 $a_0^{-2}$). It falls to 1.2 ppm with five $p$ exponents, whether these equal the $s$ exponents or are 1.5 times larger. The missing part grows in proportion to $\mathbf d$, and this is the source of the two different values for ordinary orbitals.

### London orbitals

Let $\chi_\mu$ be a real Gaussian centred at $\mathbf R_\mu$. We look for a phase that replaces $\mathbf A(\mathbf r)$ by $\mathbf A(\mathbf r)-\mathbf A(\mathbf R_\mu)$, so that each function sees a vector potential that vanishes at its own centre. For any phase $\theta_\mu$ and any function $f$,

$$\mathbf p\,(e^{i\theta_\mu}f)=e^{i\theta_\mu}(\mathbf p+\hbar\nabla\theta_\mu)f .$$

The requirement is $\hbar\nabla\theta_\mu=-e\mathbf A(\mathbf R_\mu)$. The right-hand side does not depend on $\mathbf r$, so $\theta_\mu$ is linear in $\mathbf r$:

$$\omega_\mu=e^{i\theta_\mu}\chi_\mu,\qquad \theta_\mu=-\frac{e}{2\hbar}\left[\mathbf B\times(\mathbf R_\mu-\mathbf O)\right]\cdot\mathbf r. \tag{5}$$

This is the London orbital. With $\mathbf r_\mu=\mathbf r-\mathbf R_\mu$, the difference of vector potentials is $\mathbf A(\mathbf r)-\mathbf A(\mathbf R_\mu)=\frac12\mathbf B\times\mathbf r_\mu$, and

$$\boldsymbol\pi\,(e^{i\theta_\mu}f)=e^{i\theta_\mu}\left(\mathbf p+\frac e2\mathbf B\times\mathbf r_\mu\right)f. \tag{6}$$

Because $f$ is arbitrary, the rule can be applied twice, as $\boldsymbol\pi^2$ requires.

Consider a single atom at $\mathbf R_\mu$ whose orbital $\chi_\mu$ is a zero-field eigenfunction with no angular momentum. By (6) the first-order perturbation of the phase-stripped function is proportional to $\mathbf B\cdot(\mathbf r_\mu\times\mathbf p)\chi_\mu$, which is zero. The London orbital is then correct to first order in $\mathbf B$ wherever the atom lies relative to $\mathbf O$. In a molecule this does not hold exactly, but the part of the response that comes merely from the position of each centre is already built in.

### Integrals at finite field

A matrix element contains $e^{-i\theta_\mu}$ from the left function and $e^{i\theta_\nu}$ from the right one. With $\mathbf R_{\mu\nu}=\mathbf R_\mu-\mathbf R_\nu$,

$$\theta_\nu-\theta_\mu=\frac{e}{2\hbar}(\mathbf B\times\mathbf R_{\mu\nu})\cdot\mathbf r\equiv\varphi_{\mu\nu}(\mathbf r). \tag{7}$$

The gauge origin has dropped out of the difference. From (2), (6) and (7), the overlap, the Hamiltonian without the moment, and the moment operator have the matrices

$$S_{\mu\nu}(\mathbf B)=\langle\chi_\mu|e^{i\varphi_{\mu\nu}}|\chi_\nu\rangle, \tag{8}$$

$$h_{\mu\nu}(\mathbf B)=\Big\langle\chi_\mu\Big|e^{i\varphi_{\mu\nu}}\Big[\frac{(\mathbf p+\frac e2\mathbf B\times\mathbf r_\nu)^2}{2m_e}+v\Big]\Big|\chi_\nu\Big\rangle, \tag{9}$$

$$k_{\alpha,\mu\nu}(\mathbf B)=\frac{e\mu_0}{4\pi m_e}\Big\langle\chi_\mu\Big|e^{i\varphi_{\mu\nu}}\frac{[\mathbf r_K\times(\mathbf p+\frac e2\mathbf B\times\mathbf r_\nu)]_\alpha}{r_K^3}\Big|\chi_\nu\Big\rangle. \tag{10}$$

The repulsion integral has one phase for each electron:

$$(\mu\nu|\kappa\lambda)(\mathbf B)=\frac{e^2}{4\pi\varepsilon_0}\iint\chi_\mu\chi_\nu(1)\,e^{i\varphi_{\mu\nu}(\mathbf r_1)}\,\frac{1}{r_{12}}\,e^{i\varphi_{\kappa\lambda}(\mathbf r_2)}\,\chi_\kappa\chi_\lambda(2)\,d^3r_1d^3r_2. \tag{11}$$

None of these contains $\mathbf O$, at any field strength. Every energy computed from them is therefore independent of the gauge origin, in any finite basis. In a numerical test, the one-electron integrals of kinetic, overlap and moment type were also found by quadrature from the original definition (5), with an explicit non-zero $\mathbf O$. The largest deviation from the origin-free forms was $1\times10^{-8}$ in atomic units.

### First derivatives with respect to the field

Let a superscript $\beta$ denote $\partial/\partial B_\beta$ at $\mathbf B=0$. The cyclic rule $(\mathbf B\times\mathbf R_{\mu\nu})\cdot\mathbf r=\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r)$ turns (7) into

$$\frac{\partial}{\partial B_\beta}e^{i\varphi_{\mu\nu}}\Big|_{0}=\frac{ie}{2\hbar}(\mathbf R_{\mu\nu}\times\mathbf r)_\beta. \tag{12}$$

The overlap derivative follows at once:

$$S^\beta_{\mu\nu}=\frac{ie}{2\hbar}\langle\chi_\mu|(\mathbf R_{\mu\nu}\times\mathbf r)_\beta|\chi_\nu\rangle. \tag{13}$$

It vanishes when both functions have the same centre.

In (9) the square must also be expanded. Its part linear in $\mathbf B$ is

$$\frac{e}{4m_e}\left[\mathbf p\cdot(\mathbf B\times\mathbf r_\nu)+(\mathbf B\times\mathbf r_\nu)\cdot\mathbf p\right]=\frac{e}{2m_e}(\mathbf B\times\mathbf r_\nu)\cdot\mathbf p=\frac{e}{2m_e}\mathbf B\cdot(\mathbf r_\nu\times\mathbf p).$$

The first equality holds because $\mathbf B\times\mathbf r_\nu$ has no divergence. With $\hat h_0=\mathbf p^2/2m_e+v$, the derivative is

$$h^\beta_{\mu\nu}=\frac{ie}{2\hbar}\langle\chi_\mu|(\mathbf R_{\mu\nu}\times\mathbf r)_\beta\,\hat h_0|\chi_\nu\rangle+\frac{e}{2m_e}\langle\chi_\mu|(\mathbf r_\nu\times\mathbf p)_\beta|\chi_\nu\rangle. \tag{14}$$

The order of factors matters in the first term: $\hat h_0$ acts on $\chi_\nu$ before the coordinate multiplies the result. The second term is an angular momentum about the centre of the right-hand function.

Differentiating (11) by the product rule gives one term for each electron:

$$(\mu\nu|\kappa\lambda)^\beta=\frac{ie}{2\hbar}\big(\mu\nu\big|(\mathbf R_{\mu\nu}\times\mathbf r_1)_\beta+(\mathbf R_{\kappa\lambda}\times\mathbf r_2)_\beta\big|\kappa\lambda\big). \tag{15}$$

The notation means that the bracketed coordinates multiply the integrand of the zero-field repulsion integral. The Coulomb operator itself does not depend on the field. Its matrix elements do, because the basis functions do.

The moment operator is needed at zero field,

$$k_{\alpha,\mu\nu}=\frac{e\mu_0}{4\pi m_e}\Big\langle\chi_\mu\Big|\frac{(\mathbf r_K\times\mathbf p)_\alpha}{r_K^3}\Big|\chi_\nu\Big\rangle, \tag{16}$$

and to first order in the field. If $\mathbf e_\beta$ is the unit vector along $\beta$, the explicit field term in (10) contains

$$[\mathbf r_K\times(\mathbf e_\beta\times\mathbf r_\nu)]_\alpha=\delta_{\alpha\beta}\,\mathbf r_K\cdot\mathbf r_\nu-r_{\nu\alpha}r_{K\beta},$$

by the identity $\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)$. Adding the derivative of the phase gives

$$k^\beta_{\alpha,\mu\nu}=\frac{e\mu_0}{4\pi m_e}\Big\langle\chi_\mu\Big|\frac{ie}{2\hbar}(\mathbf R_{\mu\nu}\times\mathbf r)_\beta\frac{(\mathbf r_K\times\mathbf p)_\alpha}{r_K^3}+\frac e2\,\frac{\delta_{\alpha\beta}\mathbf r_K\cdot\mathbf r_\nu-r_{\nu\alpha}r_{K\beta}}{r_K^3}\Big|\chi_\nu\Big\rangle. \tag{17}$$

The matrices have simple symmetries. Each of (8), (9) and (10) is Hermitian at every $\mathbf B$, since it represents a Hermitian operator in the basis $\omega_\mu$. The derivatives are then Hermitian too, although (14) and (17) treat the left and right functions differently in appearance. The Gaussians are real and $\mathbf p$ is $-i\hbar$ times a real operator, so $S^\beta$, $h^\beta$ and $k_\alpha$ are imaginary and hence antisymmetric. In $k^\beta_\alpha$ the factor $i$ of the phase meets the $-i$ of the momentum, so this matrix is real and symmetric.

## The shielding formula and the translated molecule

The symbols taken over are these. London orbitals $\omega_\mu$ sit at centres $\mathbf R_\mu$. The matrices $S$, $h$ and $k_\alpha$ represent the overlap, the one-electron Hamiltonian without the nuclear moment, and the operator that multiplies $m_\alpha$. A superscript $\beta$ means the derivative with respect to $B_\beta$ at zero field; the derivatives are given by (13)–(17). The pair phase is $\varphi_{\mu\nu}=(e/2\hbar)(\mathbf B\times\mathbf R_{\mu\nu})\cdot\mathbf r$, and the shielding is the mixed derivative (3) of the energy.

The London-orbital integrals and their first field derivatives are now in hand, and none of them contains the gauge origin. It remains to combine them into a shielding formula that includes the response of the density, and to test it on hydrogen and on a translated molecule.
